# When grid exchange beats analytic exchange: an estimate in angular momentum: test program

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
# Result under test: for S uncontracted Cartesian shells of angular momentum l,
# n = (l+1)(l+2)/2 functions each, and G grid points, exchange costs about
#   analytic:      S^4/8   * n^4 * (4l+6)  multiplications
#   seminumerical: G*S^2/2 * n^2 * (2l+8)  multiplications
# so the grid wins when n^2 (2l+3)/(l+4) > 4G/S^2 (no screening, Rys quadrature,
# setup of roots and weights not counted). Hartree atomic units throughout.
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gamma
from pyscf import gto, scf, dft

leg_x, leg_w = np.polynomial.legendre.leggauss(60)
leg_t, leg_w = 0.5 * (leg_x + 1), 0.5 * leg_w


def rys_rule(nroot, T):
    """Gauss rule in x = t^2 for the integral over t in [0,1] of exp(-T t^2) f(t^2)."""
    x = leg_t**2
    v = np.sqrt(leg_w * np.exp(-T * x))
    total = v @ v
    basis = [v / np.sqrt(total)]
    diag, off = [], []
    for k in range(nroot):
        u = x * basis[k]
        diag.append(basis[k] @ u)
        if k == nroot - 1:
            break
        for _ in range(2):
            for b in basis:
                u = u - b * (b @ u)
        off.append(np.linalg.norm(u))
        basis.append(u / off[-1])
    if nroot == 1:
        return np.array(diag), np.array([total])
    nodes, vec = eigh_tridiagonal(np.array(diag), np.array(off))
    return nodes, total * vec[0]**2


def cart_powers(l):
    return np.array([(i, j, l - i - j) for i in range(l, -1, -1)
                     for j in range(l - i, -1, -1)])


def transfer(table, shift, l):
    """Move powers from the first centre of a pair to the second; count products."""
    rows, mults = [table], 0
    for _ in range(l):
        prev = rows[-1]
        rows.append(prev[1:] + shift[:, None] * prev[:-1])
        mults += prev[:-1].size
    return np.stack([r[:l + 1] for r in rows], axis=1), mults


def pair_data(a, b, A, B):
    p = a + b
    return p, (a * A + b * B) / p, np.exp(-a * b / p * np.sum((A - B)**2))


def quartet(l, ex, R, nroot):
    """Unnormalized (ab|cd) for four shells l, and the multiplications executed."""
    p, P, kab = pair_data(ex[0], ex[1], R[0], R[1])
    q, Q, kcd = pair_data(ex[2], ex[3], R[2], R[3])
    rho = p * q / (p + q)
    x, w = rys_rule(nroot, rho * np.sum((P - Q)**2))
    c = (P - R[0])[:, None] - rho / p * x * (P - Q)[:, None]
    d = (Q - R[2])[:, None] + rho / q * x * (P - Q)[:, None]
    b10, b01 = (1 - rho / p * x) / (2 * p), (1 - rho / q * x) / (2 * q)
    b00 = x / (2 * (p + q))
    top, cell, mults = 2 * l, 3 * nroot, 0
    g = np.zeros((top + 1, top + 1, 3, nroot))
    g[0, 0] = 1
    g[0, 0, 2] = w * kab * kcd * (np.pi**2 / (p * q))**1.5 * 2 * np.sqrt(rho / np.pi)
    for i in range(top):
        g[i + 1, 0] = c * g[i, 0]
        mults += cell
        if i:
            g[i + 1, 0] += i * b10 * g[i - 1, 0]
            mults += cell
    for m in range(top):
        for i in range(top + 1):
            g[i, m + 1] = d * g[i, m]
            mults += cell
            if m:
                g[i, m + 1] += m * b01 * g[i, m - 1]
                mults += cell
            if i:
                g[i, m + 1] += i * b00 * g[i - 1, m]
                mults += cell
    g, extra = transfer(g, R[0] - R[1], l)
    mults += extra
    g, extra = transfer(np.moveaxis(g, 2, 0), R[2] - R[3], l)
    mults += extra
    g = g.transpose(2, 3, 0, 1, 4, 5)
    pw = cart_powers(l)
    n = len(pw)
    out = np.empty((n, n, n, n))
    for a in range(n):
        fx, fy, fz = [g[pw[a, k]][..., k, :][np.ix_(pw[:, k], pw[:, k], pw[:, k])]
                      for k in range(3)]
        prod = fx * fy
        prod *= fz
        mults += 2 * prod.size
        out[a] = prod.sum(-1)
    return out, mults


def pair_at_point(l, ex, R, point, nroot):
    """Unnormalized integral of a*b/|r-point| for two shells l, and multiplications."""
    p, P, kab = pair_data(ex[0], ex[1], R[0], R[1])
    x, w = rys_rule(nroot, p * np.sum((P - point)**2))
    c = (P - R[0])[:, None] - x * (P - point)[:, None]
    b10 = (1 - x) / (2 * p)
    mults, cell = 0, 3 * nroot
    g = np.zeros((2 * l + 1, 3, nroot))
    g[0] = 1
    g[0, 2] = w * kab * 2 * np.pi / p
    for i in range(2 * l):
        g[i + 1] = c * g[i]
        mults += cell
        if i:
            g[i + 1] += i * b10 * g[i - 1]
            mults += cell
    g, extra = transfer(g, R[0] - R[1], l)
    pw = cart_powers(l)
    fx, fy, fz = [g[..., k, :][np.ix_(pw[:, k], pw[:, k])] for k in range(3)]
    prod = fx * fy
    prod *= fz
    return prod.sum(-1), mults + extra + 2 * prod.size


# ---- integral code against library integrals; operation counts ----
exps = np.array([0.8, 1.1, 0.6, 0.9])
cen = np.array([[0., 0., 0.], [0.7, -0.4, 0.5], [-0.6, 0.9, 1.1], [0.3, 1.2, -0.8]])
pt = np.array([0.5, -0.9, 1.3])
lmax = 6
work4, work2, nfun = [], [], []
worst4 = worst2 = 0.0
for l in range(lmax + 1):
    full4, m4 = quartet(l, exps, cen, 2 * l + 1)
    full2, m2 = pair_at_point(l, exps, cen, pt, l + 1)
    n = full2.shape[0]
    nfun.append(n)
    work4.append(m4 + 4 * n**4)   # four exchange updates per unique integral
    work2.append(m2 + 6 * n**2)   # F, A*F and K steps, per unique function pair
    if l <= 4:
        mol = gto.M(atom=[(f'He{i+1}', tuple(cen[i])) for i in range(4)], unit='Bohr',
                    basis={f'He{i+1}': [[l, [exps[i], 1.0]]] for i in range(4)},
                    cart=True, verbose=0)
        ovlp = np.diag(mol.intor('int1e_ovlp'))[::n]
        raw = gamma(l + 0.5) / (2 * exps)**(l + 0.5) * np.pi / (2 * exps)
        norm = np.sqrt(ovlp / raw)
        ref4 = mol.intor('int2e', shls_slice=(0, 1, 1, 2, 2, 3, 3, 4))
        ref2 = mol.intor('int1e_grids', grids=pt[None, :])[0, :n, n:2 * n]
        worst4 = max(worst4, abs(full4 * norm.prod() - ref4).max() / abs(ref4).max())
        worst2 = max(worst2, abs(full2 * norm[:2].prod() - ref2).max() / abs(ref2).max())
    if l == 2:
        less4 = abs(quartet(l, exps, cen, 2 * l)[0] - full4).max() / abs(full4).max()
        less2 = abs(pair_at_point(l, exps, cen, pt, l)[0] - full2).max() / abs(full2).max()
assert worst4 < 1e-9 and worst2 < 1e-9
assert less4 > 1e-11 and less2 > 1e-11   # one root fewer is no longer exact
nfun, work4, work2 = np.array(nfun), np.array(work4, float), np.array(work2, float)
ls = np.arange(lmax + 1)
lead4, lead2 = nfun**4 * (4 * ls + 6), nfun**2 * (2 * ls + 8)
# table recursions are a bounded overhead that fades with l
for ratio in (work4 / lead4, work2 / lead2):
    assert np.all(ratio > 1 - 1e-12) and np.all(ratio < 1.4) and ratio[-1] < 1.15
per_function = (work4 / nfun**4) / (work2 / nfun**2)
assert per_function.max() / per_function.min() < 2.5

# ---- exchange on a grid ----
WATER = 'O 0 0 0; H 0 0.757 0.587; H 0 -0.757 0.587'
GRIDS = {'coarse': (20, 50), 'fine': (50, 194)}


def make_grid(mol, size):
    grid = dft.gen_grid.Grids(mol)
    grid.verbose = 0
    grid.atom_grid = {'O': size, 'H': size}
    grid.prune = None
    grid.build()
    keep = grid.weights != 0
    return grid.coords[keep], grid.weights[keep]


def grid_exchange(mol, dm, coords, weights, step=1000):
    K = np.zeros_like(dm)
    for s in range(0, len(weights), step):
        r = np.ascontiguousarray(coords[s:s + step])
        phi = mol.eval_gto('GTOval', r)
        F = phi @ dm
        A = mol.intor('int1e_grids', grids=r)
        AF = np.einsum('gns,gs->gn', A, F)
        K += (phi * weights[s:s + step, None]).T @ AF
    return 0.5 * (K + K.T)


# unique quartets with four updates, and unique pairs on the grid, versus the full sum
small = gto.M(atom=WATER, basis='sto-3g', verbose=0)
N = small.nao
rand = np.random.default_rng(1).normal(size=(N, N))
dm = 0.5 * (rand + rand.T)
eri = small.intor('int2e', aosym='s1').reshape(N, N, N, N)
K_full = np.einsum('mlns,ls->mn', eri, dm)
pairs = [(i, j) for i in range(N) for j in range(i + 1)]
X = np.zeros((N, N))
for a, (i, j) in enumerate(pairs):
    for b, (k, m) in enumerate(pairs[:a + 1]):
        v = eri[i, j, k, m] * 0.5**((i == j) + (k == m) + (a == b))
        X[i, k] += v * dm[j, m]
        X[i, m] += v * dm[j, k]
        X[j, k] += v * dm[i, m]
        X[j, m] += v * dm[i, k]
assert np.allclose(X + X.T, K_full, atol=1e-10)
coords, weights = make_grid(small, GRIDS['fine'])
phi = small.eval_gto('GTOval', coords)
F = phi @ dm
A = small.intor('int1e_grids', grids=coords)
AF = np.zeros_like(F)
for i, j in pairs:
    AF[:, i] += A[:, i, j] * F[:, j]
    if i != j:
        AF[:, j] += A[:, i, j] * F[:, i]
K_pairs = (phi * weights[:, None]).T @ AF
assert abs(0.5 * (K_pairs + K_pairs.T) - K_full).max() < 5e-3

# does a fixed grid stay adequate when l rises? probe shells on every atom of water
PROBE = 0.9
water_rows = []
for l in range(5):
    basis = {s: gto.load('6-31g', s) + [[l, [PROBE, 1.0]]] for s in ('O', 'H')}
    mol = gto.M(atom=WATER, basis=basis, verbose=0)
    mf = scf.RHF(mol).run()
    assert mf.converged
    dm = np.array(mf.make_rdm1())
    K_ref = np.array(mf.get_k(mol, dm))
    loc = mol.ao_loc_nr()
    idx = [f for s in range(mol.nbas)
           if mol.bas_angular(s) == l and len(mol.bas_exp(s)) == 1
           and abs(mol.bas_exp(s)[0] - PROBE) < 1e-10
           for f in range(loc[s], loc[s + 1])]
    assert len(idx) == 3 * (2 * l + 1)
    row = [l, -0.25 * np.sum(dm * K_ref)]
    for size in GRIDS.values():
        dK = grid_exchange(mol, dm, *make_grid(mol, size)) - K_ref
        row += [-0.25 * np.sum(dm * dK), abs(dK[np.ix_(idx, idx)]).max()]
    water_rows.append(row)
water = np.array(water_rows)
assert abs(water[:, 2]).max() < 5e-2 and abs(water[:, 4]).max() < 1e-3
assert water[:, 3].max() < 5e-2 and water[:, 5].max() < 2e-3
assert water[:, 5].max() < water[:, 3].max()

# ---- crossover for the model system ----
atoms, shells_per_atom = 10, 2
S = atoms * shells_per_atom
npair = S * (S + 1) // 2
nquartet = npair * (npair + 1) // 2


def crossover(threshold):
    def gap(l):
        n = (l + 1) * (l + 2) / 2
        return n**2 * (2 * l + 3) / (l + 4) - threshold
    return brentq(gap, 0, 1e5)


print(f'model: {atoms} atoms, {shells_per_atom} shells per atom, S = {S} shells')
print(f'shell pairs = {npair}, unique shell quartets = {nquartet}')
ratios = {}
for name, (nr, na) in GRIDS.items():
    G = atoms * nr * na
    ratios[name] = nquartet * work4 / (G * npair * work2)
    first = int(np.argmax(ratios[name] > 1))
    l_cont = crossover(4 * G / S**2)
    assert ratios[name][first] > 1 and abs(first - l_cont) < 1.5
    print(f'{name} grid: {nr} x {na} = {nr*na} points per atom, G = {G}, 4G/S^2 = {4*G/S**2:.1f}')
    print(f'  first l where grid wins (full count) = {first}; continuous estimate l = {l_cont:.2f}')
print('multiplications counted, with density contraction; cost ratio analytic/grid:')
print(' l  n  per quartet  per pair+point  ratio coarse  ratio fine')
for l in ls:
    print(f'{l:2d} {nfun[l]:2d} {work4[l]:12.0f} {work2[l]:12.0f} '
          f'{ratios["coarse"][l]:13.4f} {ratios["fine"][l]:11.5f}')
print('leading formulas n^4(4l+6) and n^2(2l+8), and counted/leading:')
for l in (0, 2, 3, 6):
    print(f'  l={l}: {lead4[l]:9d} {lead2[l]:6d}   {work4[l]/lead4[l]:.3f} {work2[l]/lead2[l]:.3f}')
print('continuous crossover l against number of atoms (coarse grid, no screening):')
g_atom = GRIDS['coarse'][0] * GRIDS['coarse'][1]
for M in (3, 10, 30, 100):
    thr = 4 * g_atom / (M * shells_per_atom**2)
    print(f'  {M:3d} atoms: threshold = {thr:.1f}, l = {crossover(thr):.2f}')
growth = crossover(1.6e11) / crossover(1e10)
assert abs(growth - 2) < 0.02
print(f'large-l growth of crossover when G/S^2 rises 16-fold: factor {growth:.3f}')
N_fixed, G = 200, atoms * g_atom
print(f'fixed N = {N_fixed} functions, G = {G}: leading cost ratio analytic/grid')
for l in (0, 3, 6):
    print(f'  l={l}: {N_fixed**2*(2*l+3)/(4*G*(l+4)):.3f}')
print(f'integral code vs library, largest relative error: {worst4:.1e} (quartet), {worst2:.1e} (pair)')
print(f'd shells, one root too few, relative error: {less4:.1e} (quartet), {less2:.1e} (pair)')
print(f'water, RHF/6-31G + one probe shell l per atom (exponent {PROBE} bohr^-2)')
print(' l  E_x/hartree | coarse: dE_x/mhartree, max dK/hartree | fine: same')
for r in water:
    print(f'{int(r[0]):2d} {r[1]:11.5f} | {1e3*r[2]:9.3f} {r[3]:.1e} | {1e3*r[4]:9.4f} {r[5]:.1e}')
print('all assertions hold')
```

Output:

```
model: 10 atoms, 2 shells per atom, S = 20 shells
shell pairs = 210, unique shell quartets = 22155
coarse grid: 20 x 50 = 1000 points per atom, G = 10000, 4G/S^2 = 100.0
  first l where grid wins (full count) = 3; continuous estimate l = 2.75
fine grid: 50 x 194 = 9700 points per atom, G = 97000, 4G/S^2 = 970.0
  first l where grid wins (full count) = 6; continuous estimate l = 5.67
multiplications counted, with density contraction; cost ratio analytic/grid:
 l  n  per quartet  per pair+point  ratio coarse  ratio fine
 0  1            6            8        0.0079     0.00082
 1  3         1080          120        0.0950     0.00979
 2  6        20484          558        0.3873     0.03993
 3 10       189849         1712        1.1699     0.12061
 4 15      1143396         4215        2.8619     0.29504
 5 21      5129370         9000        6.0128     0.61987
 6 28     18595680        17360       11.3009     1.16505
leading formulas n^4(4l+6) and n^2(2l+8), and counted/leading:
  l=0:         6      8   1.000 1.000
  l=2:     18144    432   1.129 1.292
  l=3:    180000   1400   1.055 1.223
  l=6:  18439680  15680   1.008 1.107
continuous crossover l against number of atoms (coarse grid, no screening):
    3 atoms: threshold = 333.3, l = 4.10
   10 atoms: threshold = 100.0, l = 2.75
   30 atoms: threshold = 33.3, l = 1.83
  100 atoms: threshold = 10.0, l = 1.06
large-l growth of crossover when G/S^2 rises 16-fold: factor 2.002
fixed N = 200 functions, G = 10000: leading cost ratio analytic/grid
  l=0: 0.750
  l=3: 1.286
  l=6: 1.500
integral code vs library, largest relative error: 4.0e-14 (quartet), 3.4e-14 (pair)
d shells, one root too few, relative error: 4.3e-06 (quartet), 1.3e-02 (pair)
water, RHF/6-31G + one probe shell l per atom (exponent 0.9 bohr^-2)
 l  E_x/hartree | coarse: dE_x/mhartree, max dK/hartree | fine: same
 0    -8.95662 |    -0.663 4.2e-04 |    0.0009 3.9e-07
 1    -8.96316 |    -0.497 1.1e-03 |    0.0009 1.9e-06
 2    -8.95838 |    -0.644 1.5e-03 |    0.0008 2.3e-06
 3    -8.95222 |    -0.497 1.9e-03 |    0.0008 2.0e-06
 4    -8.95127 |    -0.651 2.7e-03 |    0.0009 4.0e-06
all assertions hold
```
